# Peak temperature of an end-cooled filament: uniform versus midplane heating: a numerical check

```python
"""
Result under test: an end-cooled filament with constant thermal conductivity
has peak rise P*L/(8*k*A) for uniform heating and P*L/(4*k*A) when the same
power is released at its midplane, so concentration doubles the peak rise.
P: total power, L: length, A: cross-section, k: thermal conductivity.
Both ends are at T0; the side wall is insulated in the ideal model.
All internal quantities are in SI units. Device parameters are rough values.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu
from scipy.special import i0, i1, k0, k1

# Inputs of the example
L = 10e-9
radius = 3e-9
k_fil = 5.0
T0 = 300.0
V_uniform, I_uniform = 0.1, 0.2e-3
V_gap, I_gap = 0.4, 0.05e-3
k_oxide = 1.0
k_electrode = 50.0
h_interface = 5e9
gap_width = 1e-9
k_gap = 1.0
carrier_density = 5e28
heat_capacity = 2e6

A = np.pi * radius**2
P = V_uniform * I_uniform
assert np.isclose(P, V_gap * I_gap, rtol=1e-12)

# Derived formulas for the ideal model
peak_uniform = P * L / (8 * k_fil * A)
peak_mid = P * L / (4 * k_fil * A)


def profile_uniform(x):
    return P * x * (L - x) / (2 * k_fil * A * L)


def profile_mid(x):
    return P * np.minimum(x, L - x) / (2 * k_fil * A)


def network(power, k_cells, end_resistance=0.0):
    """Temperature rises from heat conservation in a chain of cells."""
    n = len(power)
    half = L / n / (2 * k_cells * A)
    resist = np.concatenate(([half[0] + end_resistance],
                             half[:-1] + half[1:],
                             [half[-1] + end_resistance]))
    g = 1 / resist
    band = np.zeros((3, n))
    band[0, 1:] = -g[1:-1]
    band[1] = g[:-1] + g[1:]
    band[2, :-1] = -g[1:-1]
    return solve_banded((1, 1), band, power)


N = 1001
mid = N // 2
x = (np.arange(N) + 0.5) * L / N
k_const = np.full(N, k_fil)
power_uniform = np.full(N, P / N)
power_mid = np.zeros(N)
power_mid[mid] = P
num_uniform = network(power_uniform, k_const)
num_mid = network(power_mid, k_const)

# Ideal profiles, peaks, ratio and average; grid error is of order 1/N^2
assert np.max(abs(num_uniform - profile_uniform(x))) < 1e-5 * peak_uniform
assert np.max(abs(num_mid - profile_mid(x))) < 1e-5 * peak_mid
assert np.argmax(num_uniform) == mid and np.argmax(num_mid) == mid
assert abs(num_uniform.max() / peak_uniform - 1) < 1e-5
assert abs(num_mid.max() / peak_mid - 1) < 1e-5
ratio_numeric = num_mid.max() / num_uniform.max()
assert abs(ratio_numeric - 2) < 1e-5
assert abs(num_mid.mean() / peak_uniform - 1) < 1e-5


# Conductivity proportional to absolute temperature
def rise_linear_k(constant_k_rise):
    return np.sqrt(T0**2 + 2 * T0 * constant_k_rise) - T0


def network_linear_k(power):
    rise = np.zeros(N)
    for _ in range(100):
        new = network(power, k_fil * (T0 + rise) / T0)
        change = np.max(abs(new - rise))
        rise = new
        if change < 1e-9:
            break
    assert change < 1e-8
    return rise.max()


var_uniform = rise_linear_k(peak_uniform)
var_mid = rise_linear_k(peak_mid)
assert abs(network_linear_k(power_uniform) / var_uniform - 1) < 1e-4
assert abs(network_linear_k(power_mid) / var_mid - 1) < 1e-4


# Side loss: sine modes along the axis, Bessel functions across it
def axis_peaks_with_oxide():
    n = np.arange(1, 100, 2)
    kappa = n * np.pi / L
    z = kappa * radius
    sign = (-1.0) ** ((n - 1) // 2)
    ideal_u = 4 * P * sign / (n * np.pi * A * L * k_fil * kappa**2)
    ideal_m = 2 * P / (A * L * k_fil * kappa**2)
    denom = i0(z) + k_fil / k_oxide * i1(z) * k0(z) / k1(z)
    return (peak_uniform - np.sum(ideal_u / denom),
            peak_mid - np.sum(ideal_m / denom))


def finite_volume_with_oxide():
    nz, nr, n_in = 101, 250, 30
    dz, dr = L / nz, radius / n_in
    faces = np.arange(nr + 1) * dr
    area = np.pi * (faces[1:]**2 - faces[:-1]**2)
    k_r = np.where(np.arange(nr) < n_in, k_fil, k_oxide)
    g = 2 * np.pi * faces[1:-1] / (dr / 2 * (1 / k_r[:-1] + 1 / k_r[1:]))
    g_diag = np.concatenate((g, [0])) + np.concatenate(([0], g))
    radial = diags([-g, g_diag, -g], [-1, 0, 1])
    z_diag = np.full(nz, 2.0)
    z_diag[[0, -1]] = 3.0
    off = -np.ones(nz - 1)
    axial = diags([off, z_diag, off], [-1, 0, 1])
    matrix = (kron(identity(nz), radial) * dz
              + kron(axial, diags(area * k_r)) / dz).tocsc()
    solver = splu(matrix)
    share = np.where(np.arange(nr) < n_in, area / A, 0.0)
    along_u = np.full(nz, P / nz)
    along_m = np.zeros(nz)
    along_m[nz // 2] = P
    return [solver.solve(np.kron(s, share)).max() for s in (along_u, along_m)]


side_uniform, side_mid = axis_peaks_with_oxide()
fv_uniform, fv_mid = finite_volume_with_oxide()
# The finite grid, not the modal sum, limits this comparison
assert abs(fv_uniform / side_uniform - 1) < 5e-3
assert abs(fv_mid / side_mid - 1) < 5e-3

# Imperfectly cold ends: each end carries half the power
rise_interface = P / 2 / (h_interface * A)
rise_spreading = P / 2 / (np.pi * k_electrode * radius)
# Hankel solution of the half-space with uniform flux through a disc
hankel = mp.quadosc(lambda t: mp.besselj(1, t) / t, [0, mp.inf], omega=1)
flux = P / 2 / A
assert abs(flux * radius / k_electrode * float(hankel)
           / rise_spreading - 1) < 1e-6
rise_end = rise_interface + rise_spreading
end_resistance = rise_end / (P / 2)
end_uniform = peak_uniform + rise_end
end_mid = peak_mid + rise_end
for source, expected in ((power_uniform, end_uniform), (power_mid, end_mid)):
    found = network(source, k_const, end_resistance).max()
    assert abs(found / expected - 1) < 1e-5


# Heated gap of finite width and its own conductivity
def peak_gap(width, k_inside):
    return (P * (L - width) / (4 * k_fil * A)
            + P * width / (8 * k_inside * A))


cells = 101
inside = abs(np.arange(N) - mid) <= cells // 2
assert inside.sum() == cells
gap_numeric = network(np.where(inside, P / cells, 0.0),
                      np.where(inside, k_gap, k_fil)).max()
assert abs(gap_numeric / peak_gap(L * cells / N, k_gap) - 1) < 1e-4
gap_same_k = peak_gap(gap_width, k_fil)
gap_low_k = peak_gap(gap_width, k_gap)

# Part of the power remains distributed along the filament
R_filament = V_uniform / I_uniform
fraction_rest = I_gap**2 * R_filament / P
mixed_peak = peak_mid * (1 - fraction_rest / 2)
mixed_numeric = network((1 - fraction_rest) * power_mid
                        + fraction_rest * power_uniform, k_const).max()
assert abs(mixed_numeric / mixed_peak - 1) < 1e-5

# Electronic heat conduction implied by the electrical resistance
sigma = L / (R_filament * A)
lorenz = np.pi**2 / 3 * (const.k / const.e)**2
moment = quad(lambda u: u**2 / (4 * np.cosh(u / 2)**2), -50, 50)[0]
assert abs(moment * (const.k / const.e)**2 / lorenz - 1) < 1e-7
k_electronic = lorenz * sigma * T0

# Mean free path of free electrons; conductivity rebuilt on the Fermi sphere
k_fermi = (3 * np.pi**2 * carrier_density)**(1 / 3)
mean_free_path = sigma * const.hbar * k_fermi / (carrier_density * const.e**2)
angle = quad(lambda t: 2 * np.pi * np.cos(t)**2 * np.sin(t), 0, np.pi)[0]
sigma_sphere = (const.e**2 * mean_free_path * k_fermi**2 * angle
                / (4 * np.pi**3 * const.hbar))
assert abs(sigma_sphere / sigma - 1) < 1e-8

# Slowest relaxation time, checked by inverse iteration on the network
tau = heat_capacity * L**2 / (np.pi**2 * k_fil)
shape = np.ones(N)
for _ in range(15):
    new_shape = network(heat_capacity * A * L / N * shape, k_const)
    tau_numeric = new_shape.max() / shape.max()
    shape = new_shape / new_shape.max()
assert abs(tau_numeric / tau - 1) < 1e-5


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Filament length", L * 1e9, "nm")
show("Filament radius", radius * 1e9, "nm")
show("Cross-section", A * 1e18, "nm^2")
show("Filament thermal conductivity", k_fil, "W/(m K)")
show("End temperature", T0, "K")
show("Voltage, uniform case", V_uniform, "V")
show("Current, uniform case", I_uniform * 1e3, "mA")
show("Voltage, gap case", V_gap, "V")
show("Current, gap case", I_gap * 1e3, "mA")
show("Total power in each case", P * 1e6, "uW")
show("End-to-end thermal resistance", L / (k_fil * A) * 1e-6, "K/uW")
show("Peak rise, uniform", peak_uniform, "K")
show("Peak rise, midplane", peak_mid, "K")
show("Peak temperature, uniform", T0 + peak_uniform, "K")
show("Peak temperature, midplane", T0 + peak_mid, "K")
show("Quarter-point rise, uniform", profile_uniform(L / 4), "K")
show("Quarter-point rise, midplane", profile_mid(L / 4), "K")
show("Network: average rise, midplane", num_mid.mean(), "K")
show("Network: ratio of peak rises", ratio_numeric, "", 6)
show("k proportional to T: uniform rise", var_uniform, "K")
show("k proportional to T: midplane rise", var_mid, "K")
show("k proportional to T: ratio", var_mid / var_uniform)
show("Oxide thermal conductivity", k_oxide, "W/(m K)")
show("Side loss: uniform rise", side_uniform, "K")
show("Side loss: midplane rise", side_mid, "K")
show("Side loss: ratio", side_mid / side_uniform)
show("Electrode thermal conductivity", k_electrode, "W/(m K)")
show("Interface conductance", h_interface * 1e-9, "GW/(m^2 K)")
show("Interface rise at each end", rise_interface, "K")
show("Spreading rise at each end", rise_spreading, "K")
show("Warm ends: uniform rise", end_uniform, "K")
show("Warm ends: midplane rise", end_mid, "K")
show("Warm ends: ratio", end_mid / end_uniform)
show("Gap width", gap_width * 1e9, "nm")
show("Gap thermal conductivity", k_gap, "W/(m K)")
show("Finite gap, filament k: peak rise", gap_same_k, "K")
show("Finite gap, filament k: ratio", gap_same_k / peak_uniform)
show("Finite gap, low k: peak rise", gap_low_k, "K")
show("Finite gap, low k: ratio", gap_low_k / peak_uniform)
show("Filament electrical resistance", R_filament, "ohm")
show("Power left along filament", fraction_rest * 100, "%")
show("Mixed heating: peak rise", mixed_peak, "K")
show("Mixed heating: ratio", mixed_peak / peak_uniform)
show("Electrical conductivity", sigma, "S/m")
show("Lorenz number", lorenz, "W ohm/K^2")
show("Wiedemann-Franz conductivity", k_electronic, "W/(m K)")
show("Assumed carrier density", carrier_density, "m^-3")
show("Electron mean free path", mean_free_path * 1e9, "nm")
show("Assumed heat capacity", heat_capacity * 1e-6, "MJ/(m^3 K)")
show("Thermal relaxation time", tau * 1e12, "ps")
print("success")
```

Running it gives:

```
Filament length: 10 nm
Filament radius: 3 nm
Cross-section: 28.27 nm^2
Filament thermal conductivity: 5 W/(m K)
End temperature: 300 K
Voltage, uniform case: 0.1 V
Current, uniform case: 0.2 mA
Voltage, gap case: 0.4 V
Current, gap case: 0.05 mA
Total power in each case: 20 uW
End-to-end thermal resistance: 70.74 K/uW
Peak rise, uniform: 176.8 K
Peak rise, midplane: 353.7 K
Peak temperature, uniform: 476.8 K
Peak temperature, midplane: 653.7 K
Quarter-point rise, uniform: 132.6 K
Quarter-point rise, midplane: 176.8 K
Network: average rise, midplane: 176.8 K
Network: ratio of peak rises: 2
k proportional to T: uniform rise: 142.8 K
k proportional to T: midplane rise: 249.7 K
k proportional to T: ratio: 1.748
Oxide thermal conductivity: 1 W/(m K)
Side loss: uniform rise: 117.2 K
Side loss: midplane rise: 257.7 K
Side loss: ratio: 2.198
Electrode thermal conductivity: 50 W/(m K)
Interface conductance: 5 GW/(m^2 K)
Interface rise at each end: 70.74 K
Spreading rise at each end: 21.22 K
Warm ends: uniform rise: 268.8 K
Warm ends: midplane rise: 445.6 K
Warm ends: ratio: 1.658
Gap width: 1 nm
Gap thermal conductivity: 1 W/(m K)
Finite gap, filament k: peak rise: 336 K
Finite gap, filament k: ratio: 1.9
Finite gap, low k: peak rise: 406.7 K
Finite gap, low k: ratio: 2.3
Filament electrical resistance: 500 ohm
Power left along filament: 6.25 %
Mixed heating: peak rise: 342.6 K
Mixed heating: ratio: 1.938
Electrical conductivity: 7.074e+05 S/m
Lorenz number: 2.443e-08 W ohm/K^2
Wiedemann-Franz conductivity: 5.184 W/(m K)
Assumed carrier density: 5e+28 m^-3
Electron mean free path: 0.6624 nm
Assumed heat capacity: 2 MJ/(m^3 K)
Thermal relaxation time: 4.053 ps
success
```
